# Tensile strain and the gate capacitance of paraelectric strontium titanate

## The argument under review

The manuscript proposes a capacitor gate in which a 10 nm (001) film of SrTiO$_3$ is grown coherently on a substrate that stretches it by 0.5 % along both in-plane axes. Its reasoning has three steps. Tension softens the polar mode of SrTiO$_3$. A softer polar mode means a larger permittivity. A larger permittivity means a larger gate capacitance. The design is then pushed towards more tension, up to the strain at which the film would become ferroelectric.

Each step sounds reasonable, but the words "the polar mode" and "the permittivity" each stand for several quantities. An unstrained cubic crystal has three equivalent soft polarisation components and one permittivity. Equal in-plane strains leave two equivalent components in the plane and set the third, along the film normal, apart. A gate with electrodes above and below the film applies its field along the normal. The question for the authors is therefore what tension does to that third component.

## The energy of a held film

Let axis 3 be the film normal, $P_i$ the total polarisation and $\eta_1,\dots,\eta_6$ the strains in Voigt notation with engineering shears. The energy density is

$$F=a\sum_i P_i^2+a_{11}\sum_i P_i^4+a_{12}\sum_{i<j}P_i^2P_j^2+W,$$
$$W=\tfrac12(\eta-\eta^0)^{\rm T}c\,(\eta-\eta^0).$$

Here $c$ is the stiffness matrix and $\eta^0$ is the strain that the polarisation would produce in a stress-free crystal:

$$\eta^0_1=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\qquad \eta^0_6=Q_{44}P_1P_2,$$

with the other components following by permutation. With this choice $W$ vanishes at zero stress, so $a$, $a_{11}$ and $a_{12}$ are the constant-stress coefficients.

The substrate fixes $\eta_1=\eta_2=u$ and $\eta_6=0$, with $u>0$ for tension. The top face is free, so $\eta_3,\eta_4,\eta_5$ take the values that minimise $F$. Since $\partial F/\partial\eta_i=\sigma_i$, this means $\sigma_3=\sigma_4=\sigma_5=0$.

Write $e=\eta-\eta^0$ for the elastic strain. With three stresses absent, the compliances $s$ give

$$e_1=s_{11}\sigma_1+s_{12}\sigma_2,\quad e_2=s_{12}\sigma_1+s_{11}\sigma_2,\quad e_6=s_{44}\sigma_6 .$$

Adding and subtracting the first two,

$$\sigma_1\pm\sigma_2=\frac{e_1\pm e_2}{s_{11}\pm s_{12}} .$$

The elastic energy is $W=\frac12(\sigma_1e_1+\sigma_2e_2+\sigma_6e_6)$, and $\sigma_1e_1+\sigma_2e_2$ equals half the sum of $(\sigma_1+\sigma_2)(e_1+e_2)$ and $(\sigma_1-\sigma_2)(e_1-e_2)$. Hence

$$W=\frac{(e_1+e_2)^2}{4(s_{11}+s_{12})}+\frac{(e_1-e_2)^2}{4(s_{11}-s_{12})}+\frac{e_6^2}{2s_{44}} .$$

Now insert the held strains:

$$e_1+e_2=2u-X,\qquad X=(Q_{11}+Q_{12})(P_1^2+P_2^2)+2Q_{12}P_3^2,$$
$$e_1-e_2=-(Q_{11}-Q_{12})(P_1^2-P_2^2),\qquad e_6=-Q_{44}P_1P_2 .$$

The last two are already quadratic in $P$, so they enter $W$ at fourth order. With $S=s_{11}+s_{12}$, the first term of $W$ is

$$\frac{(2u-X)^2}{4S}=\frac{u^2}{S}-\frac{uX}{S}+\frac{X^2}{4S}.$$

The middle term is the whole coupling between strain and the quadratic response. Reading off the coefficients of $P_1^2$ and $P_3^2$,

$$a_{\rm in}=a-\frac{u(Q_{11}+Q_{12})}{S},\qquad a_{\rm out}=a-\frac{2uQ_{12}}{S}.$$

The field is $E_i=\partial F/\partial P_i$. In the paraelectric state, $P=0$, the inverse susceptibility along the normal is therefore

$$\frac{1}{\varepsilon_0\chi_{33}}=2a_{\rm out}=2a-\frac{4uQ_{12}}{S},\qquad \varepsilon_{33}=1+\chi_{33}.$$

Mechanical stability requires $S>0$. In SrTiO$_3$, $Q_{12}<0$ while $Q_{11}+Q_{12}>0$. Tension thus lowers $a_{\rm in}$ and raises $a_{\rm out}$. The manuscript's first step holds for polarisation in the plane, and its conclusion is drawn for polarisation along the normal, where the sign is opposite.

## Why the sign is that of $Q_{12}$

A polarisation along the normal tends to lengthen the cell along the normal and to shrink it in the plane; the shrinkage is what $Q_{12}<0$ says. The substrate forbids it. The in-plane elastic strain then grows from $u$ to $u+|Q_{12}|P_3^2$, and a film already under tension pays $2u|Q_{12}|P_3^2/S$ more to leading order. That cost is the hardening.

The authors may prefer an energy written in total strains, where the coupling for $P_3$ is $-(2uq_{12}+\eta_3q_{11})P_3^2$ with

$$q_{12}=c_{12}Q_{11}+(c_{11}+c_{12})Q_{12},\qquad q_{11}=c_{11}Q_{11}+2c_{12}Q_{12}.$$

It is tempting to read the sign of the effect from $q_{12}$. That would leave out $\eta_3$, which also responds to $u$. At $P=0$ the condition $\sigma_3=0$ gives $\eta_3=-2(c_{12}/c_{11})u$. Its further change with $P_3^2$ affects the minimised energy only from order $P_3^4$. The coupling becomes $-2u\,[q_{12}-(c_{12}/c_{11})q_{11}]P_3^2$, and in the bracket the $Q_{11}$ terms cancel:

$$q_{12}-\frac{c_{12}}{c_{11}}q_{11}=Q_{12}\left(c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}\right)=\frac{Q_{12}}{S}.$$

The last equality holds because the same parenthesis is the ratio $\sigma_1/u$ of a film with $\sigma_3=0$, which is $1/S$. With the constants used below, $q_{12}=-8.2\times10^{8}$ J m/C$^2$. Changing $s_{12}$ alone from $-0.85$ to $-1.20$ (in $10^{-12}$ m$^2$/N) makes it $+1.9\times10^{9}$ J m/C$^2$, yet tension still hardens the normal response.

## The proposed film at zero bias

I take rough typical values for SrTiO$_3$: $Q_{11}=0.046$ and $Q_{12}=-0.013$ m$^4$/C$^2$; $s_{11}=3.50$ and $s_{12}=-0.85$ in $10^{-12}$ m$^2$/N, so that $S=2.65\times10^{-12}$ m$^2$/N. A Curie–Weiss law with constant $C_{\rm W}=8\times10^4$ K and temperature $T_0=35$ K gives at 300 K

$$2a=\frac{T-T_0}{\varepsilon_0C_{\rm W}}=3.74\times10^8\ {\rm m/F}.$$

For $u=0.005$ the two changes are

$$\frac{4u|Q_{12}|}{S}=\frac{4(0.005)(0.013)}{2.65\times10^{-12}}=0.98\times10^8\ {\rm m/F},$$
$$\frac{2u(Q_{11}+Q_{12})}{S}=\frac{2(0.005)(0.033)}{2.65\times10^{-12}}=1.25\times10^8\ {\rm m/F}.$$

The stiffness along the normal rises to $4.72\times10^8$ m/F and the in-plane stiffness falls to $2.50\times10^8$ m/F. The permittivity, 303 without strain, becomes 454 in the plane and 240 along the normal. One strain gives a gain of about 50 % for a field the gate does not apply and a loss of 21 % for the field it does apply.

The same split appears in the soft modes. If strain leaves the mode's inertia and effective charge unchanged, and the small electronic part of the susceptibility is neglected, its squared frequency at zero macroscopic field is proportional to its stiffness. The in-plane frequency then falls to 0.82 of its unstrained value and the normal one rises to 1.12. Since $2a$ changes by $1/(\varepsilon_0C_{\rm W})$ per kelvin, the tension acts on the in-plane response like cooling by 88 K and on the normal response like heating by about 70 K.

## Approaching the ferroelectric limit

The manuscript expects the largest benefit near the strain where the film polarises. The condition $a_{\rm in}=0$ gives $u_c=aS/(Q_{11}+Q_{12})$, here 1.5 %. Putting $u_c$ into $a_{\rm out}$,

$$a_{\rm out}(u_c)=a\left(1-\frac{2Q_{12}}{Q_{11}+Q_{12}}\right)=a\,\frac{Q_{11}-Q_{12}}{Q_{11}+Q_{12}},$$

so that, relative to the unstrained $\chi_0$,

$$\frac{\chi_{33}(u_c)}{\chi_0}=\frac{Q_{11}+Q_{12}}{Q_{11}-Q_{12}}=\frac{0.033}{0.059}=0.56 .$$

The elastic constants have dropped out. Where the in-plane susceptibility diverges, the normal one has lost 44 %. Both this figure and $u_c$ depend on the rough value of $Q_{11}$: taking 0.066 m$^4$/C$^2$ instead gives $u_c=0.94$ % and a loss of 33 %, with the same sign.

Going further does not help within this model. The term $X^2/4S$ contributes $Q_{12}(Q_{11}+Q_{12})/S$ to the coefficient of $P_1^2P_3^2$, which becomes

$$a_{13}=a_{12}+\frac{Q_{12}(Q_{11}+Q_{12})}{S}=1.24\times10^9\ {\rm J\,m^5/C^4}$$

for $a_{12}=1.4\times10^9$ in the same unit. It is positive, so a uniform in-plane polarisation $P_\parallel$ adds $2a_{13}P_\parallel^2$ to the normal stiffness. A film broken into domains lies outside this statement.

The strain that serves this gate is compression. With $u<0$ the normal stiffness falls, and it vanishes at $u=aS/(2Q_{12})=-1.9$ %. Before that point the zero-bias permittivity along the normal rises, provided the film stays coherent and paraelectric. This limit is for zero field in the film; the series interfaces considered below delay a uniform normal polarisation to stronger compression, but they do not exclude domains. For a 10 nm film, coherence may fail well before this limit, as estimated below.

## What the electrodes do to the loss

A thin film is not measured alone. Let the two interfaces have a combined capacitance $c_i$ per area, in series with the film. The gate voltage is $V=Et+D/c_i$, with $t$ the thickness and $D=\varepsilon_0E+P$ the charge per area. Differentiating at zero bias,

$$\frac1C=\frac{1}{C_f}+\frac1{c_i},\qquad C_f=\frac{\varepsilon_0\varepsilon_{33}}{t}.$$

Hold $t$ and $c_i$ fixed and mark strained quantities with a prime. The relative loss of the stack is

$$1-\frac{C'}{C}=C'\left(\frac1{C'}-\frac1C\right)=C'\left(\frac1{C_f'}-\frac1{C_f}\right)=\frac{C'}{C_f'}\left(1-\frac{C_f'}{C_f}\right).$$

The factor $C'/C_f'=1/(1+C_f'/c_i)$ lies between 0 and 1. It tends to 1 for a thick film and to 0 for a very thin one. At zero bias, interfaces with fixed $c_i$ dilute the strain effect without changing its sign.

With a rough $c_i=25$ µF/cm$^2$ and $t=10$ nm, the film's own capacitance falls from 26.8 to 21.3 µF/cm$^2$. That of the stack falls from 12.9 to 11.5 µF/cm$^2$, a loss of $(11.49/21.26)\times20.7\,\%=11.2\,\%$. The equivalent thickness of an oxide with permittivity 3.9 grows from 0.27 to 0.30 nm.

The assumption of a fixed $c_i$ can fail, and the failure can be sized. To restore the unstrained stack capacitance, the strained interfaces would need

$$\frac1{c_i'}=\frac1{12.94}-\frac1{21.26}\ \ {\rm cm^2/\mu F},$$

or about 33 µF/cm$^2$. A gain measured at zero bias under tension would therefore point to the interfaces or to another omitted effect. Measuring the zero-bias $1/C$ against $t$ at fixed strain separates the film from its interfaces: if $c_i$ and $\varepsilon_{33}$ do not vary with thickness, the slope is $1/(\varepsilon_0\varepsilon_{33})$ and the intercept is $1/c_i$.

## What survives under gate bias

A gate is used at finite voltage, where the response saturates. For $P$ along the normal, write $A=a_{\rm out}$ and $B=a_{11}+Q_{12}^2/S$, the second term again coming from $X^2/4S$. Then

$$E=2AP+4BP^3,\qquad K\equiv\frac{\partial E}{\partial P}=2A+12BP^2 .$$

The in-plane stiffness becomes $2a_{\rm in}+2a_{13}P^2$, so with $a_{13}>0$ the bias does not tip the polarisation into the plane.

Differentiating the first relation at fixed $E>0$ gives $0=2P+K\,dP/dA$, hence $dP/dA=-2P/K<0$: a harder film holds less charge at every field. The same is true at fixed gate voltage. Regard $D$ as a function of $E$ and $A$, with $D_E>0$ and $D_A<0$. Constant $V=tE+D/c_i$ requires

$$\frac{dE}{dA}=-\frac{D_A}{c_it+D_E}>0 .$$

Since $D=c_i(V-tE)$, a larger $E$ means a smaller $D$. Tension lowers the stored charge at every positive gate voltage in this model.

The small-signal capacitance is less simple, because it depends on $K$ at the operating point:

$$\left.\frac{dK}{dA}\right|_E=2+24BP\frac{dP}{dA}=2-\frac{48BP^2}{K}=\frac{4(A-6BP^2)}{K}.$$

The harder film has the smaller differential permittivity while $P^2<A/6B$. Beyond that its disadvantage reverses, because it is less polarised and hence less saturated. At the crossover $4BP^2=2A/3$, so $E=\frac83AP$. With $a_{11}=1.7\times10^9$ J m$^5$/C$^4$, $B=1.76\times10^9$ in the same unit, and for a vanishingly small strain the crossover lies at $P=13.3$ µC/cm$^2$ and 0.66 MV/cm. For the full 0.5 %, the strained and unstrained permittivities become equal at a field of 0.80 MV/cm.

At fixed gate voltage the crossover comes later. Neglecting $\varepsilon_0E$ beside $P$,

$$\frac Vt=2\left(A+\frac{1}{2tc_i}\right)P+4BP^3 ,$$

so the interfaces add $1/(2tc_i)=2.0\times10^8$ m/F to $A$, about as much as $a$ itself. A numerical root search with the full relations puts the equality of the strained and unstrained stack capacitances at 2.2 V. The film fields there are about 1.4 MV/cm, comparable with a rough breakdown field of 1 MV/cm. The position of this reversal is uncertain: $c_i=100$ µF/cm$^2$ moves it to 1.1 V and 0.95 MV/cm, doubling $a_{11}$ moves it to 1.55 V and 1.0 MV/cm, and the omitted sixth-order terms may matter at these polarisations. It cannot be assumed out of reach.

At the proposed 0.5 V, solving the same relations numerically gives film fields of 0.25 MV/cm without strain and 0.28 MV/cm with it. The charge is 6.25 against 5.61 µC/cm$^2$, and the small-signal capacitance 11.7 against 10.7 µF/cm$^2$. The objection holds at the operating point for both quantities. Saturation also limits the benefit of compression. At $-1.9$ % the stack capacitance is 24.9 µF/cm$^2$ at zero bias but 15.8 µF/cm$^2$ at 0.5 V, and the small-signal gain over the unstrained stack turns into a loss above about 1.3 V, or above 1.75 V at $-0.6$ %.

## How close this is to a real stack

A permittivity near 300 is typical of bulk SrTiO$_3$ at room temperature. An equivalent oxide thickness near 0.3 nm is far below that of working transistors; it results from assuming metallic electrodes and a good interface. A semiconductor channel would add another series capacitance and dilute the strain effect further. Coherence is assumed here, possibly with little margin. Misfit dislocations become favourable when the work $\sigma bh$ done by the misfit stress $\sigma=u/S=1.9$ GPa exceeds the line energy $Gb^2[\ln(h/b)+1]/[4\pi(1-\nu)]$. For edge dislocations in an elastically isotropic medium, with $b=0.39$ nm, $G=1/s_{44}$, $s_{44}=7.9\times10^{-12}$ m$^2$/N and $\nu=-s_{12}/s_{11}$, the balance solved numerically gives $h\approx12$ nm, close to the film's 10 nm. This is a rough estimate: replacing the core term 1 in the bracket by 0 or 2 moves it to 8.5 or 16 nm. For a 10 nm film the same balance is reached at a strain of about 0.6 % of either sign, or between 0.45 and 0.72 % for the same range of core terms, so the proposed 0.5 % may already exceed it. These figures take the Burgers vector along the interface. An inclined $\langle101\rangle$ vector, which can glide to the interface, is longer by $\sqrt2$ and relieves stress only through its in-plane part; it gives about 27 nm at 0.5 % and about 6 nm at 1.5 %. The stability limits at 1.5 % and $-1.9$ % therefore call for films at most a few nanometres thick, where this estimate is itself unreliable, or for growth in which dislocations are slow to form. Full relaxation would return the stack to 12.9 µF/cm$^2$, defects aside, which removes the loss but provides no gain. At 360 K the normal permittivity falls from 247 to 204 under the same tension, and taking $Q_{12}$ between $-0.010$ and $-0.016$ m$^4$/C$^2$ moves the strained 300 K value between 252 and 229 and the compressive stability limit between $-2.5$ and $-1.5$ %. The model also omits octahedral rotations, coupling beyond first order in strain, and leakage.

## Requested revision

The authors should replace "the permittivity" by the component along the applied field throughout. Their softening result can stand for electrodes that apply a small in-plane field. For the gate as drawn, the claim of increased capacitance should be withdrawn, and the strain study should be extended to compression, with coherence and leakage examined at each strain.

All numerical values are calculated from the stated model.
